# How in-plane momentum sets tunnelling decay at zone centre and corner

**Q:** I have two electrons in a two-dimensional crystal, one at the zone centre Γ and one at the zone corner K. They have the same energy and face the same barrier. Why should their tails in the barrier differ at all?

**A:** Because the energy that you hold equal is the total energy. The barrier responds to the part left for motion normal to the layer, and the two electrons do not have the same amount left.

Let the crystal occupy a thin slab, with $z$ normal to it and $\mathbf r$ in its plane. Outside lies a uniform barrier with edge $U$ and one mass $m_b$ for all directions. Such a barrier is called isotropic and free-electron-like here. There the wavefunction obeys

$$-\frac{\hbar^2}{2m_b}\left(\nabla_{\mathbf r}^2+\frac{\partial^2}{\partial z^2}\right)\psi+U\psi=E\psi .$$

Both electrons have the same $E$, lying below the edge by $\Phi=U-E>0$.

The slab is periodic in its plane and the barrier is uniform, so the whole system keeps the lattice periodicity. Crystal momentum $\hbar\mathbf k$ is conserved, and Bloch's theorem allows

$$\psi(\mathbf r,z)=\sum_{\mathbf G}c_{\mathbf G}(z)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},$$

where $\mathbf G$ runs over the in-plane reciprocal lattice. Insert this into the wave equation. The in-plane Laplacian multiplies each term by $-|\mathbf k+\mathbf G|^2$. Different plane waves are orthogonal over a unit cell, so each coefficient must satisfy its own equation:

$$-\frac{\hbar^2}{2m_b}\left(c_{\mathbf G}''-|\mathbf k+\mathbf G|^2c_{\mathbf G}\right)+\Phi\,c_{\mathbf G}=0 .$$

Multiplying by $-2m_b/\hbar^2$ and rearranging gives

$$c_{\mathbf G}''=\kappa_{\mathbf G}^2c_{\mathbf G},\qquad
\kappa_{\mathbf G}=\sqrt{\frac{2m_b\Phi}{\hbar^2}+|\mathbf k+\mathbf G|^2}.$$

In a thick barrier we keep the decaying solution, $c_{\mathbf G}\propto e^{-\kappa_{\mathbf G}z}$. This $\kappa$ is an amplitude rate; the density falls at $2\kappa$.

In terms of energy, a wave with in-plane wavevector $q$ has lateral kinetic energy $\hbar^2q^2/2m_b$. The normal part is therefore $-\Phi-\hbar^2q^2/2m_b$. Lateral motion makes it more negative, and the electron tunnels as if the barrier were higher by $\hbar^2q^2/2m_b$.

**Q:** But my K electron sits at a band minimum. Its velocity is zero. Where does this lateral kinetic energy come from?

**A:** Zero group velocity means zero mean velocity. It does not mean that the state contains no short-wavelength plane waves. For a non-degenerate state at K, such as your band minimum, threefold symmetry gives equal weights to three waves whose wavevectors have length $K$ and point 120° apart. Their vector sum is zero, so they carry no mean current in the barrier. Their squared wavevectors do not cancel, and the decay depends on the square. A combination of two degenerate K states can weight the three waves unequally, but their length, and hence their decay rate, is the same.

**Q:** Crystal momentum is defined up to a reciprocal vector. Could the electron not choose a $\mathbf G$ that removes the large wavevector?

**A:** At Γ it can: $\mathbf G=0$ gives $q=0$. At K no choice does so. Take a hexagonal lattice of constant $a$, with primitive reciprocal vectors $\mathbf b_1,\mathbf b_2$ of length $G_1=4\pi/(\sqrt3a)$ at 120° to each other. Then $\mathbf b_1\cdot\mathbf b_2=-G_1^2/2$, and a corner lies at $\mathbf K=(2\mathbf b_1+\mathbf b_2)/3$. For integers $n_1,n_2$, set $x=n_1+2/3$ and $y=n_2+1/3$. Then

$$|\mathbf K+n_1\mathbf b_1+n_2\mathbf b_2|^2=G_1^2(x^2-xy+y^2).$$

Expanding the bracket, the terms linear in $n_2$ cancel, those linear in $n_1$ add to $n_1$, and the constants give $4/9-2/9+1/9=1/3$:

$$|\mathbf K+\mathbf G|^2=G_1^2\left(\tfrac13+N\right),\qquad N=n_1^2-n_1n_2+n_2^2+n_1 .$$

$N$ is an integer, and the left side cannot be negative, so $N\ge0$. The shortest available wavevector is

$$K=\frac{G_1}{\sqrt3}=\frac{4\pi}{3a}.$$

The value $N=0$ occurs for $(n_1,n_2)=(0,0),(-1,0),(-1,-1)$, which are the three waves I mentioned. The zone is a regular hexagon, so its corners are its farthest points from Γ, and the minimum lateral wavevector is largest there.

The two rates are therefore

$$\kappa_\Gamma=\frac{\sqrt{2m_b\Phi}}{\hbar},\qquad \kappa_K=\sqrt{\kappa_\Gamma^2+K^2},$$

provided that the Γ state contains a $\mathbf G=0$ wave. For the K state, $\kappa_K$ is the smallest possible rate. If its three shortest waves were absent, it would decay faster still.

**Q:** That proviso worries me. Can a Γ state lack the $\mathbf G=0$ wave?

**A:** Yes. The coefficient $c_0(z)$ is the average of $\psi$ over a unit cell at height $z$. If $\psi$ changes sign under the in-plane inversion $\mathbf r\to-\mathbf r$, that average equals its own negative and vanishes. The next waves have $q=G_1=\sqrt3K$, so such a Γ state decays faster than a K state that has its three shortest waves. The order of the two rates given above is then reversed. Inversion is not the only such symmetry. A layer like monolayer MoS₂ has no in-plane inversion, but a Γ state that gains a phase $e^{\pm2\pi i/3}$ under a 120° rotation also has zero cell average, so the members of a doublet lack the $\mathbf G=0$ wave as well.

A small but non-zero $c_0$ has a different effect. If the combined amplitude of the six first-star waves, $\left(\sum|c_{\mathbf G}|^2\right)^{1/2}$, exceeds it by a factor $R$ at the slab surface, the slow wave takes over the laterally averaged density at a depth $\ln R/(\kappa_{G_1}-\kappa_\Gamma)$, where $\kappa_{G_1}$ is the rate for $q=G_1$. The far tail is slow, but the near tail need not be.

**Q:** Can you show this for states of truly equal energy, rather than for isolated plane waves?

**A:** I used a periodic slab with Gaussian attractive sites, $a=0.32$ nm, a free-mass barrier and $\Phi=4.0$ eV. I fixed the energy and solved for the well depth that binds a state there. Energy is thus held fixed, while depth is not: the laterally averaged depths are 4.52 eV for the generic Γ state, 6.17 eV for K and 16.70 eV for an odd Γ state. These depths use plane waves up to $2.1G_1$; a converged basis and a vanishing grid step leave the first unchanged but give 6.16 eV for K and 16.54 eV for the odd state. The slab is a test potential, not a model of a particular band structure. Its K state is a band maximum rather than a minimum, which does not enter the decay rate.

The rates read from the laterally averaged density were 10.24, 16.59 and 24.78 nm$^{-1}$, in that order. The formula gives 10.25, 16.62 and 24.88 nm$^{-1}$. The small deficits come from the grid step $h=0.0125$ nm. On a grid, the second difference of $e^{-\kappa_hz}$ gives $4\sinh^2(\kappa_hh/2)=\kappa^2h^2$, hence $\kappa_h\simeq\kappa(1-\kappa^2h^2/24)$. For the fastest tail this is a reduction of 0.4% relative to the formula, as found.

**Q:** What does this mean for leakage across a real gap? Please use numbers for something like monolayer MoS₂.

**A:** Take a vacuum gap $d=0.8$ nm between the layer and a metal probe or gate, with the same $a$ and $\Phi$. Only these two sizes are borrowed from MoS₂. Its conduction band has no Γ state at the energy of the K minimum: the Γ states lie about 1 eV or more higher and form a doublet without the $\mathbf G=0$ wave. The Γ electron below is therefore a $q=0$ reference. A near-equal-energy Γ and K pair occurs at the top of the valence band, where a barrier of roughly 6 eV would give an exponential ratio near $8\times10^3$. With the free mass, $C=\hbar^2/2m_0=0.03810$ eV nm². Then

$$\kappa_\Gamma=\sqrt{\frac{4.0}{0.03810}}\ \mathrm{nm^{-1}}=10.25\ \mathrm{nm^{-1}},\qquad
K=\frac{4\pi}{3(0.32\ \mathrm{nm})}=13.09\ \mathrm{nm^{-1}},$$

$$\kappa_K=\sqrt{10.25^2+13.09^2}\ \mathrm{nm^{-1}}=16.62\ \mathrm{nm^{-1}}.$$

The lateral energy at K is $CK^2=6.53$ eV, so the corner electron tunnels as if the barrier were 10.53 eV high. The densities fall by a factor $e$ in 0.049 nm at Γ and 0.030 nm at K. Across the gap, the exponential part of the leakage ratio is

$$e^{2(\kappa_K-\kappa_\Gamma)d}=e^{2(6.38)(0.8)}\simeq2.7\times10^4 .$$

**Q:** Is that the ratio of the currents? The contacts must matter too.

**A:** They supply a prefactor. Let the electrodes on both sides have normal wavenumber $p$ and the free mass. At the exit, $z=d$, the outgoing wave has amplitude $t$. In the barrier write $\psi=\alpha e^{-\kappa(z-d)}+\beta e^{\kappa(z-d)}$. Continuity of $\psi$ and its derivative requires

$$\alpha+\beta=t,\quad \kappa(\beta-\alpha)=ipt
\quad\Rightarrow\quad \alpha=\frac t2\left(1-\frac{ip}{\kappa}\right).$$

At $z=0$ the $\beta$ term is smaller by about $e^{-2\kappa d}$ and can be dropped. Thus $\psi(0)=\alpha e^{\kappa d}$ and $\psi'(0)=-\kappa\alpha e^{\kappa d}$. The incident amplitude is

$$A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ip}\right]
=\frac{t\,e^{\kappa d}}4\left(1-\frac{ip}{\kappa}\right)\left(1+\frac{i\kappa}{p}\right).$$

Since $(1+p^2/\kappa^2)(1+\kappa^2/p^2)=(p^2+\kappa^2)^2/(p^2\kappa^2)$,

$$T=\left|\frac tA\right|^2\simeq\frac{16p^2\kappa^2}{(p^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

With $p=10.0$ nm$^{-1}$ for both electrons, the prefactors are 4.0 at Γ and 3.1 at K. Direct integration of the wave equation gives $T_\Gamma=3.0\times10^{-7}$ and $T_K=8.8\times10^{-12}$, a ratio of $3.5\times10^4$. The exponential supplies most of it.

Equal $p$ is a setting of this comparison. In a single free-electron gate with wavevector $k_g$ at the tunnelling energy, momentum conservation gives $p^2=k_g^2-q^2$. The corner electron then has a smaller $p$, and if $k_g<K$ there is no propagating state to receive it. A crystalline gate can change this by supplying its own reciprocal vectors.

**Q:** Does a higher barrier make the contrast between the valleys stronger?

**A:** No. Both tails become steeper, but they become more alike. From $\kappa_K^2-\kappa_\Gamma^2=K^2$,

$$\kappa_K-\kappa_\Gamma=\frac{K^2}{\kappa_K+\kappa_\Gamma}.$$

For a very high barrier this tends to $K^2/2\kappa_\Gamma$, which goes to zero. For a very low one it tends to $K$, its largest value. At fixed thickness, therefore, lowering the barrier raises the exponential ratio, although both leakages grow.

The gate field shows this. A bias of 0.5 V across the gap is 6.25 MV/cm and lowers the barrier by 0.25 eV on average. At fixed $q$, differentiating $\kappa^2=\Phi/C+q^2$ gives $d\kappa/d\Phi=1/(2C\kappa)$, so the Γ rate falls more than the K rate. To first order the leakage ratio grows by

$$\exp\left[2d\,\frac{0.25\ \mathrm{eV}}{2C}\left(\frac1{\kappa_\Gamma}-\frac1{\kappa_K}\right)\right]\simeq1.2 .$$

Integration through the sloping barrier gives a ratio of $4.2\times10^4$ instead of $3.5\times10^4$, which agrees.

Image charges act in the same direction. For an electron midway between two ideal metal planes, the images lie at distances $nd$ on either side with signs $(-1)^n$ relative to the electron. Including the factor one half for induced charge, the energy is

$$\frac12\cdot2\sum_{n=1}^{\infty}\frac{(-1)^n e^2}{4\pi\varepsilon_0nd}=-\frac{e^2\ln2}{4\pi\varepsilon_0d}=-1.25\ \mathrm{eV}.$$

Lowering the whole barrier by this amount raises the ratio to $1.0\times10^5$. That is a size estimate: the lowering is smallest at mid-gap and grows toward the surfaces, which raises the ratio further by an amount that depends on how the potential is cut off there, and a monolayer is not an ideal metal.

**Q:** My gate stacks contain defects and traps. What survives if in-plane momentum is not conserved?

**A:** Near the channel the K wave still decays quickly, but scattering feeds a $q=0$ wave that decays slowly. A trap can do this because a localized potential has Fourier components that connect $q=K$ to $q=0$ and to the whole range of small $q$ around it. The model below keeps only two waves and is not a model of a trap. For a localized scatterer the area-averaged tail sums over this range of $q$, and its apparent rate approaches $\kappa_\Gamma$ slowly from above (about 10.5 nm$^{-1}$ near 2 nm for a point-like scatterer).

Take a weak coupling $w$ between one corner wave and the $q=0$ wave, uniform in the barrier, with $c_K=e^{-\kappa_Kz}$ and $c_0(0)=0$. To first order in $w$,

$$c_0''-\kappa_\Gamma^2c_0=\frac wC\,e^{-\kappa_Kz}.$$

Try a particular solution $Be^{-\kappa_Kz}$. It requires $B(\kappa_K^2-\kappa_\Gamma^2)=w/C$, so $B=w/(CK^2)$. Adding a decaying homogeneous solution to satisfy $c_0(0)=0$ gives

$$c_0=\frac{w}{CK^2}\left(e^{-\kappa_Kz}-e^{-\kappa_\Gamma z}\right).$$

The small parameter is the scattering energy divided by the lateral energy. The slow wave overtakes the fast one when

$$\frac{w}{CK^2}\left[e^{(\kappa_K-\kappa_\Gamma)z}-1\right]=1 .$$

For $w=10$ meV this happens at 1.02 nm. If the coupling acts only in the first 0.2 nm, less of the barrier feeds the slow wave, and a numerical solution puts the crossing at 1.09 nm. Its far tail has the rate 10.25 nm$^{-1}$, the Γ value, even though the electron came from K. For our 0.8 nm gap and uniform coupling, the first-order estimate puts the crossing at the gate when $w$ is about 40 meV. This value depends on the condition chosen at the surface: $c_0'(0)=0$ in place of $c_0(0)=0$ gives about 25 meV.

So momentum conservation is what protects the corner electron, and the protection fails first in thick barriers. Defects are not the only way to lose it: a phonon can supply the in-plane momentum even in a defect-free layer.

**Q:** Then for a clean 0.8 nm gap, may I use $T_K$ to estimate the leakage of an MoS₂ channel?

**A:** Not on its own. The lattice constant and barrier height are rough values in the range of monolayer MoS₂, and the vacuum gap resembles a probe experiment more than a transistor with a solid dielectric. Even there, the assumption that all carriers sit at K can fail. Consider six side valleys halfway from Γ to K, each 0.2 eV above the two corner valleys. The offset is a rough choice, and its value in a real layer must be established separately. These electrons have $q=K/2=6.54$ nm$^{-1}$ and a barrier of 3.8 eV, hence $\kappa_s=11.94$ nm$^{-1}$. With equal masses, equal prefactors and Boltzmann occupation at 300 K, where $k_BT=0.0259$ eV,

$$\frac{J_s}{J_K}=\frac62\,e^{-0.2/0.0259}\,e^{2(16.62-11.94)(0.8)}\simeq2.4 .$$

With these choices the few electrons in the side valleys leak more than the many at K, and the total is about 3.4 times the K leakage. The position of the valleys matters too: the ratio is 4.1 for $q=0.45K$, 1.3 for $0.55K$ and 0.7 for $0.6K$. Raising the offset by 0.1 eV would cut the ratio $J_s/J_K$ by a factor of about 40, so the number 2.4 shows that the process matters but does not predict a device current.

Phonons open a further route that needs no thermal population of the side valleys. A K electron can emit or absorb a phonon, pass through a virtual side-valley state and tunnel from there. To second order in a coupling $g$ per unit cell, with equal prefactors,

$$\frac{J_{\rm ph}}{J_K}\simeq\frac{g^2}{\Omega_{\rm BZ}}\sum_\pm\left(n_B+\tfrac12\pm\tfrac12\right)\int d^2k\,\frac{e^{2(\kappa_K-\kappa_{\mathbf k})d}}{(E_{\mathbf k}-E_K\pm\hbar\omega)^2},$$

where $\Omega_{\rm BZ}$ is the zone area, $n_B$ the phonon occupation and $\kappa_{\mathbf k}$ the rate for barrier $\Phi\pm\hbar\omega$. Counting three side valleys of mass $0.5m_0$ and taking $\hbar\omega=30$ meV at 300 K, this route equals the direct K leakage for $g\approx18$ meV and is about 5 times larger for $g\approx42$ meV. These are size estimates; the coupling of a real layer must be computed.

The thermal spread inside each valley matters less. For a channel mass of $0.5m_0$, averaging over energy and momentum multiplies the leakage by 1.03 at Γ and 1.17 at K. Boltzmann statistics require a carrier density well below the thermal scale $2\cdot2\,m^*k_BT/(2\pi\hbar^2)=1.1\times10^{13}$ cm$^{-2}$, where the factors of two count spins and corner valleys. A strongly gated channel can reach that scale, and Fermi occupation is then needed. The 0.5 V bias used above already induces $3.5\times10^{12}$ cm$^{-2}$; Fermi occupation at that density raises $J_s/J_K$ from 2.4 to 2.8, and at $1.1\times10^{13}$ cm$^{-2}$ to about 4.

**Q:** And for an ordinary gate oxide, with a smaller tunnelling mass?

**A:** The formula is easy to evaluate, but its assumptions become doubtful. For $\Phi=3.0$ eV and $m_b=0.5m_0$ it gives 6.27 nm$^{-1}$ at Γ and 14.52 nm$^{-1}$ at K. The smaller mass reduces the $\Phi$ term and leaves $K^2$ unchanged, so the predicted contrast is large. Yet the lateral energy at K is now 13.1 eV. A mass fitted near the oxide band edge gives no warrant for a parabola over such a range.

Isotropy matters as well. If the barrier had a normal mass $m_z$ and a lateral mass $m_\parallel$, the same separation of variables would give

$$\kappa^2=\frac{2m_z\Phi}{\hbar^2}+\frac{m_z}{m_\parallel}q^2 .$$

A laterally flat barrier band, $m_\parallel\to\infty$, would remove the penalty for large $q$ altogether. A crystalline dielectric also has reciprocal vectors of its own, which may turn the corner wave into one with smaller $q$. An amorphous dielectric does not conserve in-plane momentum strictly. For either, I would use the dielectric's complex band structure or a scattering calculation before relying on valley protection. The numerical output below lists the values for both barriers.

## Computed values

```
lattice constant a = 0.32 nm; barrier height = 4.0 eV; gap = 0.8 nm
hbar^2/(2 m0) = 0.03810 eV nm^2; kT at 300 K = 0.0259 eV
corner wavevector K = 13.09 1/nm; equally short waves = 3
first reciprocal vector |G1| = 22.67 1/nm
lateral energy at K, free mass = 6.53 eV
effective barrier height at K = 10.53 eV
formula amplitude rate, zone centre = 10.25 1/nm
formula amplitude rate, corner = 16.62 1/nm
formula amplitude rate, odd zone-centre state = 24.88 1/nm
slab model rate, zone centre = 10.24 1/nm
slab model rate, corner = 16.59 1/nm
slab model rate, odd zone-centre state = 24.78 1/nm
slab mean well depth, zone centre = 4.52 eV
slab mean well depth, corner = 6.17 eV
slab mean well depth, odd zone-centre state = 16.70 eV
G=0 weight, generic zone-centre state = 0.942 (fraction)
G=0 weight of odd state below 1e-16: True
difference of amplitude rates, corner minus centre = 6.38 1/nm
density decay length, centre = 0.0488 nm; corner = 0.0301 nm
exponential leakage ratio centre/corner = 2.7e+04 (pure number)
electrode normal wavenumber p = 10.0 1/nm
transmission, centre = 3.03e-07; corner = 8.78e-12 (pure numbers)
transmission ratio centre/corner = 3.46e+04 (pure number)
scattering: coupling = 10 meV over first 0.2 nm
scattered q=0 wave overtakes corner wave at depth = 1.09 nm
far amplitude rate with scattering = 10.25 1/nm
gate bias = 0.5 V; gap field = 6.25 MV/cm
transmission ratio centre/corner with field = 4.19e+04 (pure number)
mid-gap image lowering, two ideal metals = 1.25 eV
transmission ratio with uniform image lowering = 1.03e+05 (pure number)
channel mass = 0.5 m0; thermal density scale = 1.1e+13 1/cm^2
thermal leakage factor, centre = 1.03; corner = 1.17
side valley: q = 6.54 1/nm; offset = 0.2 eV; rate = 11.94 1/nm
side-valley leakage / corner leakage at 300 K = 2.35 (pure number)
oxide-like barrier: height = 3.0 eV; mass = 0.5 m0
oxide-like rate, centre = 6.27 1/nm
oxide-like rate, corner = 14.52 1/nm
oxide-like lateral energy at K = 13.1 eV
```
